# Electron-pair creation by two fast charges in the equivalent-photon approximation

Two heavy charges fly past each other at nearly the speed of light. Neither needs to be deflected noticeably, yet an electron-positron pair can appear between them, its energy taken from their motion. The field of each charge is flattened into a thin, almost transverse pulse that resembles a burst of light, so the process can be treated as a collision of two photons. The question is what cross section results, and how it grows with energy.

Let the charges be \(Z_1e\) and \(Z_2e\), moving head-on with Lorentz factors \(\gamma_1,\gamma_2\gg1\). Units are \(\hbar=c=1\), with \(\alpha=e^2/4\pi\) and \(m\) the electron mass. The charges are much heavier than the electron, so that they keep straight paths, and much smaller than \(1/m\), so that they act as points. We work at lowest order in \(Z_1\alpha\) and \(Z_2\alpha\). The result to be derived is

\[
\sigma\simeq\frac{28}{27\pi}\left(\frac{Z_1Z_2\alpha^2}{m}\right)^2L^3,\qquad L=\ln(\gamma_1\gamma_2)\gg1. \tag{1}
\]

This is a leading-logarithm statement: corrections are smaller by a relative order \(1/L\). The Lorentz factor of one charge seen from the other is about \(2\gamma_1\gamma_2\); its extra \(\ln2\) is beyond this accuracy.

We first count the photons carried by one charge \(Ze\) moving along \(z\) with speed \(v\). In Lorenz gauge its scalar potential obeys \((\partial_t^2-\nabla^2)\phi=Ze\,\delta^2(\mathbf b)\,\delta(z-vt)\). Transform in time and in the transverse position \(\mathbf b\). The source fixes the longitudinal wave number to \(\omega/v\), so on the plane \(z=0\)

\[
\phi(\omega,\mathbf q)=\frac{Ze}{v}\,\frac{1}{q^2+\omega^2/v^2-\omega^2}\simeq\frac{Ze}{q^2+a^2},\qquad a=\frac{\omega}{\gamma},
\]

because \(1/v^2-1=1/(\gamma v)^2\) and \(v\simeq1\). The transverse field is \(\mathbf E_\perp=-i\mathbf q\,\phi\). The longitudinal field is a fraction \(a/(\gamma q)\) of it, which is \(1/\gamma\) or less for the wave numbers \(q\gtrsim a\) that carry the energy, and the magnetic field has nearly the magnitude of \(\mathbf E_\perp\) and is perpendicular to it, as in a light wave. The energy crossing the plane is therefore the integral of \(E_\perp^2\). By Parseval's theorem, with positive and negative frequencies combined,

\[
\int d^2b\,dt\,E_\perp^2=\frac1\pi\int_0^\infty d\omega\int\frac{\pi\,dq^2}{4\pi^2}\,\frac{4\pi\alpha Z^2q^2}{(q^2+a^2)^2}.
\]

Equating this to \(\int d\omega\,\omega\,n(\omega)\) defines the number of equivalent photons per unit energy:

\[
n(\omega)=\frac{Z^2\alpha}{\pi\omega}\int dq^2\,\frac{q^2}{(q^2+\omega^2/\gamma^2)^2}. \tag{2}
\]

The integral is logarithmic between \(q\sim\omega/\gamma\) and an upper limit \(\Lambda\), beyond which the pair no longer responds to the field as to a real photon. It will be shown below that \(\Lambda\) is of order \(m\). Writing the numerator as \((q^2+a^2)-a^2\) and integrating from zero to \(\Lambda^2\) gives

\[
n(\omega)=\frac{Z^2\alpha}{\pi\omega}\left[\ln(1+x^2)-\frac{x^2}{1+x^2}\right]
\;\to\;\frac{2Z^2\alpha}{\pi\omega}\left[\ln\frac{\gamma\Lambda}{\omega}-\frac12\right],\quad x=\frac{\gamma\Lambda}{\omega}\gg1. \tag{3}
\]

For \(x\ll1\) the bracket in the first form is about \(x^4/2\), so the spectrum ends near \(\omega=\gamma\Lambda\).

Next we need the cross section for two real photons to make a pair. In their centre-of-mass frame let \(\beta\) be the speed of the electron, \(c\) the cosine of its angle to one photon, and \(s=4m^2/(1-\beta^2)\) the squared total energy. We take the standard spin trace of the two tree diagrams as input. With \(p\) the electron momentum and \(k_1,k_2\) the photon momenta, the squared amplitude, averaged over photon polarizations and summed over lepton spins, is

\[
\overline{|M|^2}=2e^4\left[\frac{p k_2}{p k_1}+\frac{p k_1}{p k_2}+2m^2\Big(\frac1{pk_1}+\frac1{pk_2}\Big)-m^4\Big(\frac1{pk_1}+\frac1{pk_2}\Big)^2\right].
\]

Here \(pk_{1,2}=(s/4)(1\mp\beta c)\) and \(m^2=s(1-\beta^2)/4\). With \(D=1-\beta^2c^2\), the first two terms add to \(2(1+\beta^2c^2)/D\), the third is \(4(1-\beta^2)/D\), and the last is \(-4(1-\beta^2)^2/D^2\). Since \(2(1+\beta^2c^2)=4-2D\), the square bracket becomes

\[
-2+\frac{4(2-\beta^2)}{D}-\frac{4(1-\beta^2)^2}{D^2}.
\]

Let \(\ell=\ln[(1+\beta)/(1-\beta)]\). Then \(\int_{-1}^1dc/D=\ell/\beta\). The identity \(d(c/D)/dc=2/D^2-1/D\) gives \(\int_{-1}^1dc/D^2=1/(1-\beta^2)+\ell/(2\beta)\). The integrated bracket is therefore

\[
-4+\frac{4(2-\beta^2)\ell}{\beta}-4(1-\beta^2)-\frac{2(1-\beta^2)^2\ell}{\beta}
=\frac2\beta\left[(3-\beta^4)\ell-2\beta(2-\beta^2)\right].
\]

The flux factor is \(1/(2s)\) and the two-body phase space is \(\beta\,dc/(16\pi)\). With \(e^4=16\pi^2\alpha^2\) this yields the Breit-Wheeler formula

\[
\sigma_{\gamma\gamma}(s)=\frac{\pi\alpha^2}{2m^2}(1-\beta^2)\left[(3-\beta^4)\ell-2\beta(2-\beta^2)\right]. \tag{4}
\]

Near threshold it behaves as \(\pi\alpha^2\beta/m^2\); at large \(s\) it falls as \((\ln s)/s\). A test with explicit Dirac matrices, which does not use the trace quoted above, agrees with (4); at \(s=9.5244\,m^2\) both give \(2.08744\,\alpha^2/m^2\).

Now let the two photon clouds pass through each other. For a given separation of the charges, the number of pairs is the overlap of the photon numbers per area multiplied by \(\sigma_{\gamma\gamma}\). Integrating over the separation frees the two transverse positions from each other and leaves the product of total photon numbers. Each photon is polarized along its transverse position vector. The integration includes all relative angles of these vectors, so the unpolarized cross section is the right one. Hence

\[
\sigma=\int d\omega_1\,d\omega_2\;n_1(\omega_1)\,n_2(\omega_2)\,\sigma_{\gamma\gamma}(4\omega_1\omega_2). \tag{5}
\]

Set \(\omega_1=\tfrac12\sqrt s\,e^{y}\) and \(\omega_2=\tfrac12\sqrt s\,e^{-y}\). Then \(\ln\omega_{1,2}=\tfrac12\ln(s/4)\pm y\), the Jacobian from \((\ln s,y)\) has modulus \(\tfrac12+\tfrac12=1\), and

\[
\frac{d\omega_1}{\omega_1}\frac{d\omega_2}{\omega_2}=\frac{ds}{s}\,dy.
\]

The variable \(s\) measures the pair mass and \(y\) its motion along the beam. Because \(\sigma_{\gamma\gamma}\) falls at large \(s\), the \(s\) integral converges over a range of \(s/m^2\) that does not grow with \(\gamma_1\gamma_2\), and \(s\) may be replaced by \(4m^2\) inside the large logarithms. At leading order \(\Lambda\) may likewise be replaced by \(m\) and the \(-\tfrac12\) in (3) dropped. The logarithms are then \(\ln\gamma_1-y\) and \(\ln\gamma_2+y\), both positive for \(-\ln\gamma_2<y<\ln\gamma_1\), and the fold factorizes:

\[
\sigma\simeq\frac{4Z_1^2Z_2^2\alpha^2}{\pi^2}\left[\int\frac{ds}{s}\sigma_{\gamma\gamma}(s)\right]\int_{-\ln\gamma_2}^{\ln\gamma_1}dy\,(\ln\gamma_1-y)(\ln\gamma_2+y). \tag{6}
\]

With \(u=\ln\gamma_2+y\) the last integral is \(\int_0^L(L-u)u\,du=L^3/2-L^3/3=L^3/6\). One logarithm comes from the range of the pair's longitudinal motion, and one from the transverse momentum range of each photon.

For the energy integral, \(s=4m^2/(1-\beta^2)\) gives \(ds/s=2\beta\,d\beta/(1-\beta^2)\), so

\[
\int\frac{ds}{s}\sigma_{\gamma\gamma}=\frac{\pi\alpha^2}{m^2}\int_0^1d\beta\left[3\beta\ell-\beta^5\ell-4\beta^2+2\beta^4\right].
\]

For odd \(n\), integrate by parts with the antiderivative \((\beta^{n+1}-1)/(n+1)\) of \(\beta^n\), which makes both boundary terms vanish. Since \(d\ell/d\beta=2/(1-\beta^2)\),

\[
\int_0^1\beta^n\ell\,d\beta=\frac{2}{n+1}\int_0^1\frac{1-\beta^{n+1}}{1-\beta^2}\,d\beta
=\frac2{n+1}\left(1+\frac13+\dots+\frac1n\right).
\]

This is \(1\) for \(n=1\) and \(\tfrac13(1+\tfrac13+\tfrac15)=\tfrac{23}{45}\) for \(n=5\). The total is \(3-\tfrac{23}{45}-\tfrac43+\tfrac25=\tfrac{14}9\), and

\[
\int\frac{ds}{s}\sigma_{\gamma\gamma}=\frac{14\pi\alpha^2}{9m^2}. \tag{7}
\]

Inserting (7) and \(L^3/6\) into (6) gives \((4/\pi^2)(14\pi/9)(1/6)=56/(54\pi)=28/(27\pi)\), which is (1).

The claim that \(\Lambda\) is of order \(m\) needs its own justification. Put charge 2 at rest and let one real photon of energy \(\omega\) and momentum \(k\) strike its Coulomb field. The field supplies \(q=(0,\mathbf q)\) with \(q^2=-Q^2\). Let \(q_L=-\hat{\mathbf k}\cdot\mathbf q\). Then \(k\cdot q=\omega q_L\), and \(s=(k+q)^2=2\omega q_L-Q^2\), so \(q_L=(s+Q^2)/2\omega\). The Coulomb potential is \(Z_2e/Q^2\), hence

\[
\sigma_{\gamma Z}=\frac1{2\omega}\int\frac{d^3q}{(2\pi)^3}\,\frac{Z_2^2e^2}{Q^4}\,W_{00},\qquad d^3q\to\pi\,dQ^2\,\frac{ds}{2\omega},
\]

where \(W_{\mu\nu}\) is the squared pair amplitude integrated over pair phase space and averaged over the real photon's polarization.

The indices 00 mean contraction with \(u=(1,\mathbf0)\). Define \(e_L=(Q/\omega q_L)(k+\omega q_L\,q/Q^2)\), which satisfies \(e_L\cdot q=0\) and \(e_L^2=1\). The remainder \(u_T=u-(Q/q_L)e_L\) is orthogonal to both \(k\) and \(q\), and \(u_T^2=1-Q^2/q_L^2=-q_T^2/q_L^2\), where \(q_T^2=Q^2-q_L^2\). For an unpolarized real photon, rotation symmetry about the collision axis removes the mixed terms, so \(W_{00}=(q_T^2W_T+Q^2W_S)/q_L^2\). Here \(W_T\) is \(W_{\mu\nu}\) contracted twice with a unit vector orthogonal to \(k\) and \(q\), which describes a transverse virtual photon, and \(W_S\) is \(W_{\mu\nu}\) contracted twice with \(e_L\), which describes a scalar one. With cross sections defined by \(W_{T,S}=2(s+Q^2)\sigma_{T,S}\), collecting factors gives

\[
\sigma_{\gamma Z}=\frac{Z_2^2\alpha}{\pi}\int\frac{ds}{s+Q^2}\int\frac{dQ^2}{Q^2}\left[\left(1-\frac{q_L^2}{Q^2}\right)\sigma_T+\sigma_S\right]. \tag{8}
\]

This is the full lowest-order result for a fixed point charge. As \(Q^2\to0\), \(\sigma_T\to\sigma_{\gamma\gamma}\), while \(\sigma_S\) vanishes in proportion to \(Q^2\) and gives no logarithm. Relative to a real photon, the transverse strength \(\int ds\,\sigma_T/(s+Q^2)\) is 0.998 at \(Q^2=0.01\,m^2\), 0.82 at \(m^2\) and 0.07 at \(100\,m^2\). The logarithm in \(Q^2\) thus runs from about \((s/2\omega)^2\) to order \(m^2\), and equals \(2\ln(\omega/m)\) plus a constant. With (7),

\[
\sigma_{\gamma Z}\simeq\frac{28}{9}\,\frac{Z_2^2\alpha^3}{m^2}\left[\ln\frac{\omega}{m}-c\right],\qquad \omega\gg m. \tag{9}
\]

Numerical integration of (8) at \(\omega=10^4m\) and \(10^5m\) gives a slope of 3.11109, against \(28/9=3.11111\), and \(c=1.902\).

Equation (9) also provides a second route to (1), in the rest frame of charge 2. There charge 1 has \(\gamma\simeq2\gamma_1\gamma_2\) and brings photons with \(m\lesssim\omega\lesssim\gamma m\). To leading order

\[
\sigma\simeq\frac{2Z_1^2\alpha}{\pi}\,\frac{28Z_2^2\alpha^3}{9m^2}\int_m^{\gamma m}\frac{d\omega}{\omega}\ln\frac{\gamma m}{\omega}\,\ln\frac\omega m
=\frac{28}{27\pi}\frac{Z_1^2Z_2^2\alpha^4}{m^2}\ln^3\gamma .
\]

The constant \(c\) fixes the next term as well. In the original frame, a photon \(\omega_1\) meeting charge 2 has rest-frame energy \(2\gamma_2\omega_1\). The sharp-cut spectrum (3), folded with \(\sigma_{\gamma\gamma}\) at \(\omega_2=s/4\omega_1\), gives the bracket \(\ln(\gamma_2\omega_1\Lambda/m^2)-\lambda-\tfrac12\). Here \(\lambda\) is the mean of \(\ln(s/4m^2)\) with weight \(\sigma_{\gamma\gamma}\,ds/s\). Equating it to \(\ln(2\gamma_2\omega_1/m)-c\),

\[
\ln\frac\Lambda m=\lambda+\frac12+\ln2-c=1.685+0.500+0.693-1.902=0.976,
\]

so \(\Lambda=2.65\,m\), indeed of order \(m\). The value of \(\lambda\) corresponds to a geometric-mean pair mass of \(2m\,e^{\lambda/2}\simeq4.6\,m\). This is the mean for the weight \(\sigma_{\gamma\gamma}\,ds/s\), which the collision approaches only at large \(L\). A long tail at large mass raises it, and the median of that weight is \(3.9\,m\). At finite \(L\) the photon spectra favour lighter pairs; in the example below the geometric mean is about \(3.9\,m\).

In the fold, the two logarithms \(\ln(\gamma_i\Lambda/\omega_i)\) add up to \(S=L+2\ln(\Lambda/m)-\ln(s/4m^2)\) at fixed \(s\). Their product integrates over \(y\) to \(S^3/6\), and the two terms \(-\tfrac12\) contribute \(-S^2/2\). Errors of (3) near the ends of the \(y\) range affect one factor while the other is of order \(L\), so they enter at order \(L\). Expanding and averaging over \(s\) replaces \(L^3\) in (1) by

\[
L^3-bL^2+O(L),\qquad b=3\left[\lambda+1-2\ln\frac\Lambda m\right]\simeq2.20. \tag{10}
\]

The reason one virtual photon suffices here is a count of logarithms. If one photon has \(Q\sim m\), its transverse logarithm is lost and two logarithms remain; in that region the other photon is almost real, which is the situation of (8). If both have \(Q\sim m\), one logarithm remains. The term linear in \(L\) would therefore need the amplitude with two virtual photons, which has not been evaluated here. A numerical fold with the full spectra and \(\Lambda=m\) tests the algebra: its cubic coefficient is 0.3300991, equal to \(28/(27\pi)\) to the digits shown, and its \(b\) is 8.0554, as (10) gives for that cut.

Take model charges \(Z_1=Z_2=10\) with \(\gamma_1=\gamma_2=1000\). Then \(Z\alpha=0.073\), \(L=\ln10^6=13.816\) and \(L^3=2636.9\). The reduced Compton wavelength \(1/m\) is 386.16 fm, which makes \((Z_1Z_2\alpha^2/m)^2=0.042286\) barn. Equation (1) gives

\[
\sigma=0.33010\times2636.9\times0.042286\ \text{barn}\simeq36.8\ \text{barn},
\]

or \(1.31\times10^{-6}\) bohr². The \(L^2\) term lowers this by \(b/L=2.198/13.816\simeq16\%\), to 31.0 barn. The numerical fold with \(\Lambda=2.65\,m\) gives 32.8 barn. It has the same \(L^3\) and \(L^2\) terms, so the difference of 1.8 barn comes from lower powers of \(L\), for which a sharp cut is a model. It indicates only roughly the size of what remains undetermined here. Racah's complete lowest-order result, quoted and not derived, replaces \(L^3\) by \(L^3-2.198L^2+3.82L-1.63\) and gives 31.7 barn, between the two values.

The choice of cut matters more than the leading formula suggests. Folds with \(\Lambda=0.5\,m\), \(m\) and \(2m\) give 14.0, 20.5 and 28.8 barn, although all three share the same \(L^3\) coefficient. At \(\Lambda=m\) the ratio \(b/L\) is \(8.06/13.8\simeq0.58\), so the leading term alone is a poor estimate of that fold. The matched cut removes most of this \(L^2\) term. Even so, the \(L^2\) correction falls below 10% of the leading term only for \(L>22\), that is, for \(\gamma_1\gamma_2\) above roughly \(3.5\times10^9\).

Several conditions limit the result. For \(Z\alpha\) not small, further Coulomb exchanges between the pair and the charges must be added. If the lowest-order mean number of pairs in a close passage is not small, several pairs can appear together, and the integral no longer gives the cross section for making one pair. Finite size matters strongly for a radius comparable to \(1/\Lambda\), about 150 fm, and because the response falls slowly with \(Q^2\) it is felt earlier: a monopole form factor in (8) lowers the example by about 0.2% for a root-mean-square radius of 7 fm, 2% for 30 fm and 4% for 50 fm. Light projectiles such as electrons recoil, can radiate a virtual photon that converts into a pair, and may be identical to a created particle; these effects lie outside the calculation. Finally, at moderate \(\gamma_1\gamma_2\) the logarithm is not large, and (1) should not be used as a numerical estimate. The main computed values are collected in the numerical output below.

## Calculated quantities

```
fluence constant, time side (1): 0.093750
fluence constant, photon side (1): 0.093750
s = 4.3709 m^2: diagrams 0.97731, formula 0.97731 alpha^2/m^2
s = 9.5244 m^2: diagrams 2.08744, formula 2.08744 alpha^2/m^2
s = 56.6165 m^2: diagrams 0.71925, formula 0.71925 alpha^2/m^2
integral of sigma ds/s (alpha^2/m^2): 4.886922
14 pi/9 (1): 4.886922
lambda, mean of ln(s/4m^2) (1): 1.6851
transverse strength at Q^2 = 0.01 m^2, relative to real photon (1): 0.9977
transverse strength at Q^2 = 1 m^2, relative to real photon (1): 0.8182
transverse strength at Q^2 = 100 m^2, relative to real photon (1): 0.0711
photoproduction at omega = 10000 m (Z^2 alpha^3/m^2): 22.7368
photoproduction at omega = 100000 m (Z^2 alpha^3/m^2): 29.9003
slope in ln omega (Z^2 alpha^3/m^2): 3.11109
28/9 (1): 3.11111
photoproduction constant c (1): 1.9021
effective cut Lambda (m): 2.654
L^3 coefficient from numerical fold (1): 0.3300991
28/(27 pi) (1): 0.3300991
b from numerical fold, cut m (1): 8.0554
b from formula, cut m (1): 8.0554
b with effective cut (1): 2.198
example: Z1 = 10, Z2 = 10, gamma1 = 1000, gamma2 = 1000
fine-structure constant (1): 0.007297353
Z alpha (1): 0.07297
reduced Compton wavelength (fm): 386.159
L (1): 13.8155
L^3 (1): 2636.94
(Z1 Z2 alpha^2/m)^2 (barn): 0.042286
sigma, leading log (barn): 36.808
sigma, leading log (bohr^2): 1.3144e-06
sigma with L^2 term (barn): 30.951
L^2 term over L^3 term (1): -0.1591
numerical fold, cut 0.5 m (barn): 14.040
numerical fold, cut 1 m (barn): 20.542
numerical fold, cut 2 m (barn): 28.836
numerical fold, effective cut (barn): 32.789
```
